# Heavy-light hole splitting in a 5 nm germanium well

## The problem

A germanium layer of width \(L=5\) nm, grown along the cubic axis \(z=[001]\), confines holes between hard walls. Its Luttinger parameter \(\gamma_2\) is 4.24. Show that, in the four-band model, the first light-hole level lies about 0.26 eV from the first heavy-hole level. Then examine whether the four-band model may be trusted here.

The second request matters. The four-band model keeps the heavy-hole and light-hole bands and drops the split-off band, which lies a spin-orbit gap \(\Delta\) away. That is justified when \(\Delta\) is much larger than the heavy-light splitting produced by the confinement. In germanium \(\Delta\) is roughly 0.3 eV, hardly more than the splitting to be shown, so the 0.26 eV is a result of the model and not yet a prediction for a real layer.

**Conventions.** Hole energies are counted as positive, from the bulk valence-band edge into the valence band. The layer is unstrained, there is no electric field, and the wave vector in the plane of the layer is zero. "First" means quantum number \(n=1\) for each kind of hole; the two levels need not be neighbours. Energies are in eV and lengths in nm, the natural units for a well. Where \(\gamma_1\) and \(\Delta\) are needed, the rough germanium sizes 13.4 and 0.30 eV are used.

## Hints

1. The states at the valence-band edge behave like \(p\) orbitals \(X,Y,Z\) with spin. For motion along \(z\), how many different masses can the three orbitals have?
2. Write the states with \(j=3/2\) in terms of these orbitals. How much \(Z\) does each contain?
3. With hard walls, each kind of hole is a particle in a box with its own mass. Which parameter cancels when the \(n=1\) heavy-hole level is subtracted from the \(n=1\) light-hole level?
4. To test the model, restore the split-off state. Which of the two holes can it couple to?

## Full solution

### Step 1: masses of the orbitals

For motion along \(z\), the reflections \(x\to-x\) and \(y\to-y\) forbid mixing among \(X\), \(Y\) and \(Z\), and a quarter turn about \(z\) makes \(X\) and \(Y\) equivalent. Two inverse masses remain. In units of \(1/m_0\), with \(m_0\) the free-electron mass, they are written

\[
w_Z=\gamma_1+4\gamma_2,\qquad w_X=w_Y=\gamma_1-2\gamma_2 .
\]

This defines the parameters: \(\gamma_1\) is the average of the three inverse masses, and \(6\gamma_2\) is the difference \(w_Z-w_X\). The kinetic energy is taken to be independent of spin. This is an approximation: it needs the spin-orbit gap to be small against the direct gap to the conduction band, and in germanium the direct gap is only about three times \(\Delta\).

### Step 2: masses of the heavy and light holes

Spin-orbit coupling combines the orbital angular momentum \(l=1\) with the spin \(1/2\) into \(j=3/2\) and \(j=1/2\). Let \(|+\rangle\) be the combination of \(X\) and \(Y\) with \(l_z=+1\). The state with the largest \(m_j\) is

\[
|\tfrac32,\tfrac32\rangle=|+\rangle\uparrow .
\]

Apply the lowering operator \(j_-=l_-+s_-\) to both sides. On the left it gives \(\sqrt3\,|\tfrac32,\tfrac12\rangle\). On the right, \(l_-|+\rangle=\sqrt2\,|Z\rangle\) and \(s_-\uparrow=\downarrow\). Dividing by \(\sqrt3\),

\[
|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,|Z\rangle\uparrow+\sqrt{\tfrac13}\,|+\rangle\downarrow .
\]

The first state contains no \(Z\), so its inverse mass is

\[
w_{\rm HH}=\gamma_1-2\gamma_2 .
\]

The second has weight \(2/3\) on \(Z\) and \(1/3\) on \(X,Y\):

\[
w_{\rm LH}=\tfrac23(\gamma_1+4\gamma_2)+\tfrac13(\gamma_1-2\gamma_2)
=\gamma_1+\tfrac{8-2}{3}\gamma_2=\gamma_1+2\gamma_2 .
\]

The states with negative \(m_j\) have the same weights and hence the same masses. The kinetic energy does not mix different \(m_j\), because \(X\) and \(Y\) have equal masses. Within \(j=3/2\), the two inverse masses are therefore those of independent particles.

The same values follow from the Luttinger form \(\gamma_1+\tfrac52\gamma_2-2\gamma_2m_j^2\): setting \(m_j^2=9/4\) gives \(\gamma_1-2\gamma_2\), and \(m_j^2=1/4\) gives \(\gamma_1+2\gamma_2\).

Since \(\gamma_2>0\), the state with \(|m_j|=3/2\) has the smaller inverse mass. It is the heavy hole (HH), and the other is the light hole (LH). These names refer to motion along \(z\).

### Step 3: levels in the box

For either hole, the envelope function \(\psi(z)\) obeys

\[
-\frac{\hbar^2}{2m_0}\,w\,\psi''(z)=E\,\psi(z),\qquad \psi(0)=\psi(L)=0 .
\]

The condition at \(z=0\) selects \(\psi\propto\sin kz\), and the condition at \(z=L\) requires \(k=n\pi/L\) with \(n=1,2,\dots\). Two derivatives bring down \(-k^2\), so

\[
E_n=w\,e\,n^2,\qquad e=\frac{\hbar^2\pi^2}{2m_0L^2}.
\]

Here \(e\) is the lowest level of a free-electron mass in the same box.

### Step 4: the splitting

Subtract the two \(n=1\) levels:

\[
S_4=(\gamma_1+2\gamma_2)e-(\gamma_1-2\gamma_2)e=4\gamma_2e .
\]

The average inverse mass \(\gamma_1\) cancels, a feature of hard walls that is lost when the barriers are finite. This is why the problem can be stated with \(\gamma_2\) alone.

With \(\hbar^2/(2m_0)=0.038100\) eV nm²,

\[
e=\frac{0.038100\times\pi^2}{5^2}\ \text{eV}=0.015041\ \text{eV},
\]

\[
S_4=4\times4.24\times0.015041\ \text{eV}=0.255\ \text{eV}\approx0.26\ \text{eV},
\]

or 0.0094 hartree. This is the value to be shown. The individual levels do need \(\gamma_1\):

\[
E_{\rm HH1}=4.92\,e=0.074\ \text{eV},\qquad
E_{\rm LH1}=21.88\,e=0.329\ \text{eV}.
\]

The splitting is nearly as large as the spin-orbit gap of 0.30 eV, so the condition for dropping the split-off band is not met. The height of the levels themselves is not the test: \(\gamma_1\) shifts all states with the same \(n\) equally and does not affect their mixing.

### Step 5: restoring the split-off band

The spin-orbit hole energy is \(\tfrac{\Delta}{3}(1-\mathbf l\cdot\boldsymbol\sigma)\), where \(\boldsymbol\sigma=2\mathbf s\). From \(\mathbf j=\mathbf l+\mathbf s\),

\[
\mathbf l\cdot\boldsymbol\sigma=j(j+1)-l(l+1)-s(s+1)=j(j+1)-\tfrac{11}{4},
\]

which is \(1\) for \(j=3/2\) and \(-2\) for \(j=1/2\). The energies are thus \(0\) and \(\Delta\), as they should be.

The split-off state with \(m_j=1/2\) is orthogonal to the light hole:

\[
|\tfrac12,\tfrac12\rangle=\sqrt{\tfrac13}\,|Z\rangle\uparrow-\sqrt{\tfrac23}\,|+\rangle\downarrow .
\]

Its inverse mass is \(\tfrac13(\gamma_1+4\gamma_2)+\tfrac23(\gamma_1-2\gamma_2)=\gamma_1\). The kinetic energy also couples it to the light hole, with coefficient

\[
\frac{\sqrt2}{3}(\gamma_1+4\gamma_2)-\frac{\sqrt2}{3}(\gamma_1-2\gamma_2)=2\sqrt2\,\gamma_2 .
\]

The heavy hole has no \(j=1/2\) partner with the same \(m_j\), so its levels do not change.

Both coupled components vanish at the same walls and can share the function \(\sin(n\pi z/L)\). The problem for each \(n\) then reduces to a \(2\times2\) matrix. For \(n=1\), put \(q=2\gamma_2e\) and measure energies from \(\gamma_1e\). The heavy hole lies at \(-q\), while the light hole and split-off hole have the matrix

\[
\begin{pmatrix} q&\sqrt2\,q\\ \sqrt2\,q&\Delta\end{pmatrix}.
\]

Its eigenvalues \(\lambda\) satisfy \((q-\lambda)(\Delta-\lambda)=2q^2\), so

\[
\lambda_\pm=\frac{q+\Delta\pm\sqrt{(\Delta-q)^2+8q^2}}{2}.
\]

For \(q\ll\Delta\), the lower root tends to \(q\), so this is the light-hole level. Its distance from the heavy hole is \(\lambda_-+q\). Expanding the square under the root gives

\[
S_6=\frac{3q+\Delta-\sqrt{\Delta^2-2q\Delta+9q^2}}{2}.
\]

The subscript counts the six bands, including spin. For the 5 nm well, \(q=0.1275\) eV and the coupling \(\sqrt2\,q\) is 0.180 eV. The root is 0.400 eV, hence

\[
S_6=\frac{0.3825+0.300-0.400}{2}\ \text{eV}\approx0.141\ \text{eV}.
\]

The coupling pushes the light-hole level away from the split-off level, down from 0.329 to 0.215 eV. The splitting falls to 55 percent of its four-band value.

The state itself also changes. If \(a\) and \(b\) are its light-hole and split-off amplitudes, the first row of the matrix gives \(b/a=(\lambda_--q)/(\sqrt2\,q)\). The split-off share is therefore

\[
\frac{b^2}{a^2+b^2}=\frac{(\lambda_--q)^2}{(\lambda_--q)^2+2q^2}\approx0.28 .
\]

More than a quarter of the "light hole" belongs to the band that the four-band model leaves out.

The answer has two parts. The four-band splitting is 0.26 eV, as stated. With a germanium-sized spin-orbit gap, the same hard-wall well gives about 0.14 eV. The six-band value is itself a model result: it omits penetration into the barriers, strain, electric fields and explicit coupling to the conduction band. These omissions are not small. Hard walls are a poor picture when the levels, here up to 0.33 eV, are comparable to the barrier height. With a barrier of 0.3 eV and the same masses on both sides, the splittings drop to about 0.07 eV (four bands) and 0.06 eV (six bands), so the four-band error is much milder than with hard walls. Explicit coupling to the conduction band lowers the split-off inverse mass from \(\gamma_1\) to about 11; at \(k=\pi/L\) it lowers the splitting by roughly a further tenth and the split-off share to about 0.2. The numerical output also gives both splittings from a direct diagonalization on a grid, and they agree with the formulas to the digits printed.

## Variation 1: is the first light-hole level the second level of the well?

**Four bands.** The competitor is the second heavy-hole level, \(E_{\rm HH2}=4(\gamma_1-2\gamma_2)e\). It lies below LH1 if

\[
4\gamma_1-8\gamma_2<\gamma_1+2\gamma_2
\quad\Longleftrightarrow\quad 3\gamma_1<10\gamma_2 .
\]

The width has dropped out. With the present parameters the two sides are 40.2 and 42.4, so the condition holds by a small margin. The levels are

\[
E_{\rm HH2}=0.296\ \text{eV},\qquad E_{\rm LH1}=0.329\ \text{eV},
\]

and LH1 is the third level. An increase of \(\gamma_1\) by about 5.5 percent, to 14.13, would reverse this order, so it should not be read as a firm property of germanium.

**Six bands.** HH2 stays at 0.296 eV, but LH1 moves down to 0.215 eV. It is now the second level. No other level can come between HH1 and LH1: the heavy-hole levels with \(n\ge2\) start at 0.296 eV, each lower mixed level lies above the heavy-hole level of the same \(n\), and each upper mixed level lies higher still. The second of these statements follows from

\[
(3q+\Delta)^2-(\Delta^2-2q\Delta+9q^2)=8q\Delta>0,
\]

which makes \(S_6\) positive for any positive \(q\); for general \(n\), \(q\) is replaced by \(n^2q\). In this hard-wall model with the present parameters, dropping the split-off band therefore changes the order of the levels as well as their spacing. The change of order is not general. Finite barriers of a few tenths of an eV lower LH1 below HH2 already in the four-band model, and even for hard walls it depends on the parameters: with \(\gamma_1=14.2\) and the other parameters unchanged, LH1 would be the second level in both models.

## Variation 2: how does the splitting depend on the width?

In the four-band model \(S_4\propto1/L^2\), so doubling the width divides the splitting by four. The six-band result follows this law in wide wells and departs from it in narrow ones.

**Wide well, \(q\ll\Delta\).** Let \(x=q/\Delta\). With \(\sqrt{1+u}\approx1+u/2-u^2/8\) and \(u=-2x+9x^2\), the root to second order in \(x\) is

\[
\sqrt{1-2x+9x^2}\approx1-x+\tfrac92x^2-\tfrac12x^2=1-x+4x^2 .
\]

Therefore

\[
S_6\approx\frac{\Delta}{2}\left(4x-4x^2\right)=2q-\frac{2q^2}{\Delta},
\qquad
\frac{S_6}{S_4}\approx1-\frac q\Delta ,
\]

because \(S_4=2q\). The four-band result is recovered, and its leading relative error is governed by \(q/\Delta\). The full formula gives:

| \(L\) (nm) | \(S_4\) (eV) | \(S_6\) (eV) | \(S_6/S_4\) |
|---|---|---|---|
| 5 | 0.255 | 0.141 | 0.55 |
| 10 | 0.064 | 0.056 | 0.88 |
| 20 | 0.016 | 0.016 | 0.97 |

At 20 nm the reduction is about 3 percent of the four-band value. At 10 nm it is already about 12 percent.

**Narrow well, \(q\gg\Delta\).** Completing the square under the root gives

\[
\Delta^2-2q\Delta+9q^2=\left(3q-\frac\Delta3\right)^2+\frac{8\Delta^2}{9}.
\]

The root is therefore larger than \(3q-\Delta/3\), and so

\[
S_6<\frac{3q+\Delta-3q+\Delta/3}{2}=\frac{2\Delta}{3}.
\]

For \(q\gg\Delta\) the added term \(8\Delta^2/9\) raises the root by only about \(4\Delta^2/(27q)\). This vanishes as \(q\) grows, so \(S_6\) approaches the bound.

The limit has a simple meaning. Strong confinement moves the \(Z\) orbital, with its large inverse mass, far up in hole energy. The remaining \(X,Y\) states have \(l_z=\pm1\), and within them \(\mathbf l\cdot\boldsymbol\sigma\) reduces to \(l_z\sigma_z=\pm1\). Their spin-orbit energies \(\tfrac\Delta3(1\mp1)\) are \(0\) and \(2\Delta/3\). What survives is a spin-orbit splitting, no longer set by the difference of two masses.

For \(\Delta=0.30\) eV the bound is 0.20 eV. Within the six-band hard-wall model at zero in-plane wave vector, no choice of width therefore gives a first heavy-light splitting of 0.26 eV. The narrow-well limit is a property of the equations: the formula gives 90 percent of the bound at 3 nm and 96 percent at 2 nm, but at 2 nm even HH1 lies 0.46 eV into the band, where hard walls and band-edge masses are no longer a reliable description.

## Calculated quantities

```
well width L = 5.0 nm
gamma1 (rough germanium size) = 13.4
gamma2 (given) = 4.24
Delta (rough germanium size) = 0.30 eV
hbar^2/(2 m0) = 0.038100 eV nm^2
energy scale e = 0.015041 eV
heavy inverse mass = 4.92 /m0
light inverse mass = 21.88 /m0
4*gamma2 = 16.96
3*gamma1 = 40.2, 10*gamma2 = 42.4
HH1 = 0.0740 eV
HH2 = 0.2960 eV
LH1, four-band = 0.3291 eV
S4, formula = 0.2551 eV
S4, grid = 0.2551 eV
S4 = 0.009375 hartree
q = 2*gamma2*e = 0.1275 eV
coupling sqrt(2)*q = 0.1804 eV
LH1, six-band = 0.2154 eV
split-off share of six-band LH1 = 28.4 percent
S6, formula = 0.1414 eV
S6, grid = 0.1414 eV
upper limit 2*Delta/3 = 0.2000 eV
L = 5 nm: S4 = 0.2551 eV, S6 = 0.1414 eV, S6/S4 = 0.554
L = 10 nm: S4 = 0.0638 eV, S6 = 0.0564 eV, S6/S4 = 0.884
L = 20 nm: S4 = 0.0159 eV, S6 = 0.0155 eV, S6/S4 = 0.973
```
